Franz–Keldysh absorption at a parabolic band edge

**1. Definitions and conventions**

A semiconductor has a full valence band and an empty conduction band, separated at k = 0 by a direct gap E_g. Both bands are isotropic and parabolic, with positive masses m_e and m_h. The reduced mass μ is given by 1/μ = 1/m_e + 1/m_h, and M = m_e + m_h. The free-electron mass is m0. I abbreviate

b = ħ²/(2μ),  E = ħω − E_g,

so E is the photon energy measured from the gap, negative below it.

The electron has charge −e, with e > 0. A uniform static field F > 0 points along +z, so the potential energy of an electron is +eFz. The static field enters through this potential and the light through a vector potential.

The transition is dipole-allowed: the momentum matrix element p_cv between the band edges, taken along the light polarization, is nonzero and treated as constant. The refractive index n is constant too, and the photon momentum is neglected. The electron–hole Coulomb attraction, the mixing of the bands by the static field, and level broadening are left out.

**2. The simple case: no static field**

First I need the link between absorption and pair states. The light is A(t) = A0 cos ωt along its polarization. The kinetic energy (p + eA)²/(2m0) contains the coupling (e/m0)A·p. The A² term is a number at each instant, because A is uniform, and causes no transitions. Since

cos ωt = (e^(−iωt) + e^(iωt))/2,

the half that raises the energy by ħω has strength eA0/(2m0) times a momentum matrix element.

Let a pair have the envelope Φ(r_e, r_h). Its plane-wave components have electron wavevector k_e and hole wavevector k_h. Uniform light makes vertical transitions, k_h = −k_e, each with element p_cv. Adding these components is the same as integrating the envelope over coincident positions, so the matrix element P to the pair state obeys

|P| = |p_cv| |∫ Φ(r, r) d³r|.

With R the centre of mass and r = r_e − r_h, a pair state in volume V is

Φ = V^(−1/2) e^(iK·R) φ(r).

The integral vanishes unless K = 0, and then |P|² = V |p_cv|² |φ(0)|². The golden rule gives the transition rate per volume, with a factor 2 for spin:

W = (2π/ħ) (eA0/2m0)² |p_cv|² · 2ρ(E),

ρ(E) = Σ_φ |φ(0)|² δ(E − E_φ).

I call ρ the pair density. It counts relative-motion states, weighted by the probability density of finding electron and hole together.

The electric amplitude of the light is ωA0, so its intensity is I = n c ε0 ω²A0²/2. The absorption coefficient is the absorbed power per volume divided by I:

α = ħωW/I = [π ω e²A0² |p_cv|² ρ/m0²] / [n c ε0 ω²A0²/2],

α(ω) = 2π e² |p_cv|² ρ(E) / (n c ε0 m0² ω).  (1)

Without the static field, φ is a plane wave with |φ(0)|² = 1/V and energy bk². Turning the sum into an integral,

ρ_0(E) = ∫ d³k/(2π)³ δ(E − bk²) = (4πk²/8π³)/(2bk) = k/(4π²b).

Setting k = √(E/b),

ρ_0(E) = √E/(4π² b^(3/2)) for E > 0,  ρ_0 = 0 for E < 0.  (2)

This is the square-root edge. A static field can change it in this model only through φ(0) and the energies E_φ.

**3. Switching on the field along one line**

A hole at z_h is a missing electron there, so it contributes −eFz_h. The pair Hamiltonian, measured from the gap, is

H = −ħ²∇_e²/(2m_e) − ħ²∇_h²/(2m_h) + eF(z_e − z_h).

The chain rule gives ∇_e = (m_e/M)∇_R + ∇_r and ∇_h = (m_h/M)∇_R − ∇_r. The mixed terms of the two kinetic energies cancel, leaving

H = −ħ²∇_R²/(2M) − b∇_r² + eFz,  z = z_e − z_h.

The field does not act on the centre of mass, because the pair is neutral. K = 0 can still be selected, and equation (1) stands.

Consider first only the motion along z:

−b φ'' + eFz φ = E_z φ.

Set z = E_z/(eF) + l u. The equation becomes −(b/l²) d²φ/du² + eFl u φ = 0. Both coefficients are equal if

l = (b/eF)^(1/3),  Θ = eFl = b/l² = (e²F²ħ²/2μ)^(1/3).  (3)

Θ is the electro-optic energy, and l is the length over which the field potential changes by Θ. What remains is the Airy equation d²φ/du² = uφ. The solution that decays for z → +∞, where the potential rises, is

Ai(u) = (1/2π) ∫ dq e^(i(q³/3 + qu)).

It does solve the equation: Ai'' − uAi contains the integrand −(q² + u)e^(i(q³/3 + qu)), which is i times a q-derivative and integrates to zero in the usual convergent sense.

The spectrum is continuous, so the states are normalized to a delta function in energy. In the overlap of two Airy functions, the u-integral sets q' = −q, the cubic phases cancel, and

∫ du Ai(u − a) Ai(u − a') = (1/2π) ∫ dq e^(−iq(a − a')) = δ(a − a').

With φ = C Ai(z/l − E_z/Θ), the overlap is C² l δ((E_z − E_z')/Θ) = C² lΘ δ(E_z − E_z'). Hence C² = 1/(lΘ), and the pair density for motion on a line is

ρ_line(E) = Ai²(−E/Θ)/(lΘ).  (4)

*Limit far above the gap.* Let η = E/Θ ≫ 1. The phase q³/3 − ηq is stationary at q = ±√η. Near q = √η + s,

i(q³/3 − ηq) = −(2/3)iη^(3/2) + i√η s² + is³/3.

The Gaussian integral over s gives the leading amplitude. The first correction comes from the square of the cubic term, −s⁶/18. The Gaussian has variance i/(2√η), so the mean of s⁶ is 15(i/(2√η))³ = −15i/(8η^(3/2)), and the correction factor is 1 + 5i/(48η^(3/2)). To this order it is a pure phase. Adding the conjugate point,

Ai(−η) ≈ π^(−1/2) η^(−1/4) cos[(2/3)η^(3/2) − π/4 − 5/(48η^(3/2))].

Using cos²(x − π/4) = (1 + sin 2x)/2,

Ai²(−η) ≈ [1 + sin((4/3)η^(3/2) − 5/(24η^(3/2)))]/(2π√η).  (5)

Averaged over the oscillation, ρ_line becomes 1/(2π√η lΘ). Since l√Θ = √b, this equals 1/(2π√(bE)). The direct zero-field count agrees: ∫ dk/(2π) δ(E − bk²) = 1/(2π√(bE)).

**4. Three dimensions**

The motion across the field is free, with energy bk_⊥². At fixed E_z its states contribute

∫ d²k_⊥/(2π)² δ(E − E_z − bk_⊥²) = 1/(4πb) for E > E_z,

and zero otherwise. All longitudinal energies below E therefore take part:

ρ_F(E) = (1/4πb) ∫ from −∞ to E of dE_z Ai²(−E_z/Θ)/(lΘ).

Put t = −E_z/Θ and ξ = −E/Θ = (E_g − ħω)/Θ. With 1/l = √(Θ/b),

ρ_F = [√Θ/(4π b^(3/2))] G(ξ),  G(ξ) = ∫ from ξ to ∞ of Ai²(t) dt.

The integral closes, because Ai'' = tAi gives

d/dt (Ai'² − tAi²) = 2Ai'·tAi − Ai² − 2tAi·Ai' = −Ai²,

and the expression in brackets vanishes at t → ∞. Therefore

G(ξ) = Ai'(ξ)² − ξ Ai(ξ)²,

α(ω) = [2π e²|p_cv|²/(n c ε0 m0² ω)] · (1/4π)(2μ/ħ²)^(3/2) √Θ [Ai'(ξ)² − ξ Ai(ξ)²].  (6)

This is the Franz–Keldysh absorption.

*Limit of a weak field.* At fixed E > 0, F → 0 means η = −ξ → ∞. To leading order Ai(−η)² = cos²(x)/(π√η) and Ai'(−η)² = √η sin²(x)/π, with x = (2/3)η^(3/2) − π/4. Hence G → √η/π, and ρ_F → √E/(4π²b^(3/2)), which is equation (2). At fixed E < 0, ξ → +∞ and G → 0.

*Exactly at the gap*, G(0) = Ai'(0)² is a fixed number. The absorption there is nonzero and grows as √Θ, that is, as F^(1/3).

Since dG/dξ = −Ai² ≤ 0, the pair density never decreases as the photon energy rises. Its slope vanishes where −E/Θ is a zero of Ai. There the newly opened longitudinal state has a node at z = 0, so electron and hole do not meet in it. The factor 1/ω in α then makes the absorption itself fall slightly. The oscillations are thus undulations about the square root, not separate peaks standing on zero.

**5. Below the gap: the tail**

For ξ ≫ 1, move the integration path of Ai to q = i√ξ + s. The exponent becomes

i(q³/3 + ξq) = −(2/3)ξ^(3/2) − √ξ s² + is³/3.

The Gaussian has variance 1/(2√ξ), so the mean of −s⁶/18 is −(1/18)·15/(8ξ^(3/2)) = −5/(48ξ^(3/2)). Squaring the result,

Ai²(ξ) ≈ e^(−4ξ^(3/2)/3)/(4π√ξ) · [1 − 5/(24ξ^(3/2))].

To integrate this, try

G = e^(−4ξ^(3/2)/3)/(8πξ) · [1 + c/ξ^(3/2)].

Differentiating the exponential brings down 2√ξ, and differentiating 1/ξ adds 1/ξ to that factor. To first order in ξ^(−3/2),

−dG/dξ = e^(−4ξ^(3/2)/3)/(4π√ξ) · [1 + (c + 1/2)/ξ^(3/2)].

This must equal Ai², so c = −5/24 − 12/24 = −17/24, and

G(ξ) ≈ e^(−4ξ^(3/2)/3)/(8πξ) · [1 − 17/(24ξ^(3/2))].  (7)

Write Δ = E_g − ħω > 0. Because Θ^(3/2) = eF√b, the exponent is

(4/3)(Δ/Θ)^(3/2) = 4√(2μ) Δ^(3/2)/(3ħeF).

The tail is exponential in Δ^(3/2)/F, not in Δ. On a logarithmic plot it bends downward away from the gap, and no single decay energy describes it.

The exponent has a direct meaning. At relative energy −Δ, motion is classically allowed for z < −Δ/(eF). The light creates the pair at z = 0, inside the barrier, where the decay constant is κ = √((Δ + eFz)/b). Integrating from −Δ/(eF) to 0,

2 ∫ κ dz = 2 · (2/3) Δ^(3/2)/(eF√b) = (4/3)(Δ/Θ)^(3/2).

The factor 2 converts an amplitude into a probability. The missing energy Δ is supplied by the static field as the pair separates over the tunnelling length Δ/(eF).

**6. Above the gap: the oscillations**

With η = −ξ, the pair density obeys dG/dη = Ai²(−η). Integrate equation (5) term by term. The smooth part gives √η/π. For the oscillating part, the phase (4/3)η^(3/2) has derivative 2√η, so integration by parts gives

∫ sin((4/3)η^(3/2))/(2π√η) dη = −cos((4/3)η^(3/2))/(4πη) + terms of order η^(−5/2).

The small phase in (5) contributes at that same higher order. No integration constant appears: the corrections to Ai and Ai' are smaller than their leading terms by η^(−3/2), so G − √η/π is at most of order 1/η and vanishes at large η. Thus

G ≈ √η/π − cos((4/3)η^(3/2))/(4πη).  (8)

The first term is the zero-field edge. The second is the field-induced oscillation, whose amplitude in the pair density falls as 1/E.

Its phase is also a classical quantity. A relative particle starting at z = 0 towards +z has wavevector √((E − eFz)/b), turns at z = E/(eF), and comes back. The phase gathered on the round trip is

2 ∫ from 0 to E/(eF) of √((E − eFz)/b) dz = (4/3)(E/Θ)^(3/2).

The oscillation is the interference between the amplitude at creation and the amplitude returning to the same point.

The extrema of the density change ρ_F − ρ_0 satisfy Ai²(−η) = 1/(2π√η). By (5), to leading order, the sine vanishes there, so

E_j ≈ Θ (3πj/4)^(2/3),  j = 1, 2, 3, …  (9)

At these points −cos(jπ) is +1 for odd j, a maximum, and −1 for even j, a minimum. The list leaves out two extrema close to the gap, where (5) does not apply. Below the gap the change equals ρ_F and rises with E. Just above the gap its slope, proportional to Ai²(−η) − 1/(2π√η), tends to −∞ as η → 0. So there is a cusp maximum at E = 0, and a further minimum lies between the gap and the maximum at E_1. The pattern stretches as Θ, hence as F^(2/3).

**7. A numerical case**

The following are round model parameters, not those of a named material: E_g = 1.5 eV, m_e = 0.10 m0, m_h = 0.15 m0, n = 3.5, 2|p_cv|²/m0 = 10 eV and F = 5×10⁶ V/m. The reduced mass is

μ = 0.10 × 0.15/0.25 m0 = 0.060 m0,

which gives b = 0.635 eV nm². With eF = 0.005 eV/nm,

Θ = (0.005² × 0.635)^(1/3) eV = 25.1 meV,  l = 0.02513/0.005 nm = 5.03 nm.

The absorption values come from equation (6), with the Airy functions evaluated numerically. The tail column replaces G by the leading factor of (7), without the bracket.

Below the gap:

Δ (meV) | ξ | α (1/cm) | leading tail (1/cm)
25 | 0.995 | 75.5 | 113
50 | 1.99 | 4.23 | 5.12
75 | 2.98 | 0.135 | 0.151
100 | 3.98 | 0.00262 | 0.00283

Relative to the full expression, the leading tail is 50% too high at 25 meV and 8% too high at 100 meV. Its excess shrinks with depth, as the negative correction in (7) requires.

The local decay energy of the pair density, ρ_F/(dρ_F/dE) = ΘG/Ai², is 9.7 meV at Δ = 25 meV, 7.8 meV at 50 meV and 6.0 meV at 100 meV. This is the downward bend.

At Δ = 100 meV the tunnelling length is 0.1/0.005 = 20 nm, and the exponent is (4/3) × 3.98^(3/2) = 10.6. Doubling the field raises Θ to 39.9 meV and α to 0.97 1/cm, a factor of 372. The leading tail accounts for most of this: the exponent halves, and the prefactor √Θ/ξ ∝ Θ^(3/2) ∝ F doubles, so the estimated ratio is 2e^(5.29) ≈ 400. The correction in (7) doubles in size as well, which lowers the ratio.

At and above the gap:

E (meV) | α with field (1/cm) | α without field (1/cm)
0 | 698 | 0
25 | 2927 | 3255
50 | 4894 | 4530
75 | 5235 | 5459
100 | 6301 | 6205
150 | 7263 | 7370

The field curve crosses the square root repeatedly. The pair density has zero slope at 58.8, 102.7 and 138.8 meV, the magnitudes of the first three (negative) zeros of Ai multiplied by Θ.

The extrema j = 1 to 5 of the density change were found by numerical root search near the estimates (9). The minimum between the gap and E_1 is not in this list; it lies at about 12.5 meV, where the change in α is about −730 1/cm. The table above catches the same negative lobe on its rising side at 25 meV, where α with field still lies below α without field. The last column is the change in α at each one:

j | E_j (meV) | estimate (9) (meV) | change in α (1/cm)
1 | 45.0 | 44.5 | +426
2 | 71.0 | 70.6 | −264
3 | 92.7 | 92.6 | +212
4 | 112.3 | 112.1 | −169
5 | 130.2 | 130.1 | +148

The asymptotic positions are already good to about 1% at j = 1. From j = 1 to j = 5 the change in α shrinks by a factor of 2.9. The leading envelope 1/(ωE) gives (130.2/45.0) × (1.630/1.545) ≈ 3.1.

**8. Where the result stops holding**

The Coulomb attraction is a large omission near the gap. With a static permittivity set equal to n², the hydrogen-like exciton of these parameters has a binding energy of 5.4 meV and a radius of 10.8 nm. The field energy across that radius is 0.005 × 10.8 eV = 54 meV, ten times the binding energy, so the field strongly disturbs the bound state. This does not make the tabulated magnitudes quantitative for a real crystal, since the attraction also changes |φ(0)|² for unbound pairs. Solving the relative motion numerically with both field and attraction, and smoothing with a Gaussian of standard deviation Θ/2, raises the pair density for these parameters by roughly a factor of 12 at 25 meV below the gap, 8 at the gap, 4 at 25 meV above it and 2 at 50 to 100 meV above it. At one eighth of the field the enhancement at the same values of E/Θ is larger still.

The parabolic bands and constant p_cv require |E| and Θ to be small compared with E_g and with the energy range over which the bands stay parabolic. Here Θ/E_g is about 0.017. The tail is more sensitive than this ratio suggests, because the dispersion enters an exponent. A two-band dispersion with the same edge mass, κ² = (Δ/b)(1 − Δ/2E_g), lowers the tunnelling exponent at Δ = 100 meV from 10.58 to 10.48. That raises the exponential factor by about 11%, against about 2% at 50 meV.

Broadening matters on both sides of the gap. Above it, scattering during the round trip of section 6 weakens the returning amplitude, and the oscillations fade. A Lorentzian broadening of half-width Γ reduces them by about exp(−2πΓ/P), where P is the local energy period from one maximum to the next, so only about a fifth survives at Γ = P/4. Below it, a Lorentzian line shape would fall only as a power of Δ, and far enough from the gap it would exceed the tail of equation (7). Broadening the zero-field edge replaces √E by the real part of √(E + iΓ), which is about Γ/(2√Δ) for Δ ≫ Γ. With Γ = 1 meV this gives about 35 1/cm at Δ = 100 meV, far above the tabulated 0.0026 1/cm. This figure is only an order of magnitude. Half of it comes from the Lorentzian wings of states more than 500 meV above the gap, and about 30% from states more than E_g above it, where parabolic bands, a constant p_cv and a constant Γ cannot be relied on. Other mechanisms can thus contribute below the gap. In this model the two differ in their dependence on F: doubling the field multiplies the unbroadened tail at 100 meV by 372, but raises the broadened absorption there by only about 4% (about 7% if the zero-field band is cut off 500 meV above the gap).

All numerical values are calculated from the stated model.
